# Zero Current Does Not Prevent Stress Voiding at a Via

Take two equal blocks of metal, joined so that atoms can pass between them and clamped so that neither can change its outer shape. No current flows. The left block, under a via, has a tension of 0.0003 eV/Å³; the right block has 0.0027 eV/Å³. Let one atom leave a grain boundary on the left and join one on the right. An atom of volume $\Omega$ added to a boundary under tension $\sigma$ lets the stress do work $\Omega\sigma$, so the energy changes by

$$\Delta E=-\Omega(\sigma_{\rm right}-\sigma_{\rm left}).$$

With $\Omega=12$ Å³ this is $-12\times0.0024=-0.029$ eV. Atoms therefore go right and vacancies go left, towards the via. The left block loses atoms while its shape is held, so its tension rises; the right block's tension falls equally. The flow stops when both reach 0.0015 eV/Å³. If the interface under the via has a flaw that opens at 0.0012 eV/Å³, a void forms there on the way, at zero current.

## The same case in a line

Let a line occupy $0\le x\le L$, with the via at $x=0$ and both ends closed to atoms. The hydrostatic stress $\sigma$ is positive in tension. The algebra uses atomic units with $k_B=1$, so that the temperature $\tau$ is an energy. The line is elastic and is brought directly to a uniform storage temperature.

**Flux.** To make a vacancy, an atom moves from the lattice to a boundary, adding $\Omega$, and the lattice around the empty site relaxes by $V_r$. The formation volume is $V_f=\Omega+V_r$. If boundaries keep vacancies in local equilibrium, the vacant fraction of sites is

$$c=e^{-(E_f-V_f\sigma)/\tau},$$

where $E_f$ is the formation energy and formation entropy is omitted. A vacancy already in the lattice has elastic energy $-V_r\sigma$. Its chemical potential, up to a constant, is $\tau\ln c-V_r\sigma$, whose gradient is $(V_f-V_r)\partial_x\sigma=\Omega\,\partial_x\sigma$. With vacancy diffusivity $D_v$, zero migration volume and $c/\Omega$ vacancies per volume,

$$J_v=-\frac{D_vc}{\Omega\tau}\,\Omega\,\partial_x\sigma=-\frac D\tau\,\partial_x\sigma,\qquad D=D_vc.$$

The relaxation volume has cancelled from the driving force. Vacancies move towards lower tension. In a line, $D$ stands for the effective atomic diffusivity averaged over the cross-section.

Atoms move oppositely. If a current exerts a wind force $F$ on each atom,

$$J_a=\frac{D}{\Omega\tau}\left(\Omega\,\partial_x\sigma+F\right).$$

Zero current removes $F$ and leaves the first term. Conversely, a current can coexist with zero flux when $\Omega\,\partial_x\sigma=-F$.

**Tension.** Let $n$ be the number of atoms added per volume. In a clamped line with effective modulus $B$, they lower the tension by $B\Omega n$. Since $\partial_tn=-\partial_xJ_a$, at $F=0$

$$\partial_t\sigma=B\Omega\,\partial_xJ_a=\partial_x(\kappa\,\partial_x\sigma),\qquad \kappa=\frac{B\Omega D}{\tau}.$$

This neglects the change in the number of stored vacancies, which is $cBV_f/\tau$ times the number of atoms added or removed. For the values below, with $E_f=0.6$ eV, that ratio is $2\times10^{-5}$.

Choose the initial thermal tension

$$\sigma(x,0)=\sigma_m-\sigma_1\cos(\pi x/L),\qquad \sigma_1>0.$$

Its slope vanishes at both closed ends. For constant $\kappa$, two $x$-derivatives multiply the cosine by $-\pi^2/L^2$, so

$$\sigma(0,t)=\sigma_m-\sigma_1e^{-\pi^2\kappa t/L^2}.$$

The via tension rises towards the mean $\sigma_m$ but does not exceed it.

## When the flaw opens

Let the flaw be an unbonded disc of radius $R$, and let the void be a spherical cap of height $h$ pinned to its rim. The cap has area $\pi(R^2+h^2)$ and volume $\pi h(3R^2+h^2)/6$. With surface energy $\gamma$,

$$G=\gamma\pi(R^2+h^2)-\frac{\pi\sigma h}{6}(3R^2+h^2),$$

$$\frac{dG}{dh}=2\pi\gamma h-\frac{\pi\sigma}{2}(R^2+h^2).$$

A stationary cap needs $\sigma=4\gamma h/(R^2+h^2)$. The right side is largest at $h=R$, where it equals

$$\sigma_c=2\gamma/R.$$

Above $\sigma_c$ the energy falls at every $h$, and the void opens without a barrier. For $\gamma=0.06$ eV/Å² and $R=100$ Å, $\sigma_c=0.0012$ eV/Å³. This assumes the rim stays pinned up to the hemisphere. If the void can spread along the interface at a contact angle $\theta<90^\circ$, measured inside the void, the rim moves once the cap reaches that angle, and the threshold falls to $2\gamma\sin\theta/R$, or 0.00104 eV/Å³ at $60^\circ$.

The flaw is essential here. A spherical void in sound metal has energy $4\pi r^2\gamma-\tfrac43\pi r^3\sigma$, with its maximum $16\pi\gamma^3/(3\sigma^2)$ at $r=2\gamma/\sigma$. Even at the far end, where $\sigma=0.0027$ eV/Å³, this barrier is 496 eV, against $\tau=0.04$ eV. The far end must also be free of flaws larger than $2\gamma/\sigma=44$ Å, or it would void first.

For $\sigma_m-\sigma_1<\sigma_c<\sigma_m$, setting $\sigma(0,t_n)=\sigma_c$ gives

$$t_n=\frac{L^2}{\pi^2\kappa}\ln\frac{\sigma_1}{\sigma_m-\sigma_c}.$$

The example takes $L=200000$ Å, $B=0.2$ eV/Å³, $V_r=-3$ Å³, $\sigma_m=0.0015$ eV/Å³ (0.24 GPa) and $\sigma_1=0.0012$ eV/Å³. The diffusivity is $D=D_0e^{-(Q-V_f\sigma)/\tau}$ with $D_0=10^{12}$ Å²/s and $Q=0.9$ eV. At $\tau=0.04$ eV (464 K) and $\sigma=\sigma_m$, $D=237$ Å²/s. Hence $\kappa=0.2\times12\times237/0.04=1.42\times10^4$ Å²/s and $L^2/\kappa=2.81\times10^6$ s. The logarithm is $\ln4$, so $t_n=3.9\times10^5$ s.

The steepest initial stress force is $\Omega\sigma_1\pi/L=2.26\times10^{-7}$ eV/Å. A wind force $|Z^*|\rho j$ of this size, with chosen effective charge $|Z^*|=1$ and resistivity $\rho=200$ Ω Å, needs a current density $j$ of about 11 MA/cm². The current scales as $1/|Z^*|$ and would be 2.3 MA/cm² for $|Z^*|=5$. For this chosen gradient, the force present at zero current is not a small remainder.

## How the void grows

Once the void is much larger than the flaw, its surface carries little tension. Neglect the stage before that and set $\sigma(0)=0$ from the moment of opening. The void length $\ell$ below means the void's volume divided by the line's cross-section. Let $s$ be the time since opening and $\delta=(\sigma_m-\sigma_c)/\sigma_m$. The starting profile is $\sigma_m[1-\delta\cos(\pi x/L)]$. Functions that vanish at the void and have zero slope at $L$ are $\sin(m\pi x/L)$ with $m=\tfrac12,\tfrac32,\ldots$ The integrals

$$\int_0^L\!\sin\frac{m\pi x}{L}dx=\frac{L}{m\pi},\qquad
\int_0^L\!\cos\frac{\pi x}{L}\sin\frac{m\pi x}{L}dx=\frac L\pi\frac{m}{m^2-1}$$

give, after multiplication by $2/L$, the coefficients

$$a_m=\frac{2\sigma_m}{\pi}\left[\frac1m-\frac{\delta m}{m^2-1}\right].$$

Each term decays as $e^{-\pi^2m^2\kappa s/L^2}$. Atoms that leave the void site lower the line's integrated tension, so the void length is $\ell=B^{-1}\int_0^L[\sigma(x,0)-\sigma(x,s)]dx$, or

$$\ell=\frac{L\sigma_m}{B}\left\{1-\frac2{\pi^2}\sum_m\left[\frac1{m^2}-\frac{\delta}{m^2-1}\right]e^{-\pi^2m^2\kappa s/L^2}\right\}.$$

The final length is $200000\times0.0015/0.2=1500$ Å, enough to span a 1000 Å via if the void lies beneath it. Reaching 1000 Å means reaching two thirds of the final length. With $\delta=0.2$, the $m=\tfrac12$ term has weight $(2/\pi^2)(4+0.267)=0.865$. The later terms are negligible by then, so $0.865\,e^{-\pi^2\kappa s/4L^2}=1/3$ and $s=0.386\,L^2/\kappa=1.09\times10^6$ s. Opening and growth together take $1.48\times10^6$ s, about 17 days.

These times hold $D$ at its value for $\sigma_m$. Integrating the equation on 200 finite-volume cells with the local $D(\sigma)$ gives $4.0\times10^5$ s for opening and, from the same starting profile, $1.35\times10^6$ s for growth. The growth time is 25% longer; at the void surface $D$ has fallen by the factor $e^{-V_f\sigma_m/\tau}=0.71$. The total becomes about 20 days.

The vacancies present at the start could not supply this void. Gathered together, they would fill $cL=0.09$ Å of line. The volume comes from released elastic strain, as boundaries keep creating vacancies.

Two other cases separate the roles of gradient and tension. If the sign of $\sigma_1$ is reversed, the via starts as the tension peak, at 0.0027 eV/Å³. If the via has no flaw, vacancies leave it and its tension falls towards $\sigma_m$. The flaw considered above would instead open at once, because the tension there already exceeds $\sigma_c$. If the line is uniformly tense, there is no initial flux, but a void already present still grows if its radius exceeds $2\gamma/\sigma$, because its surface is then less tense than the line and creates the gradient. This is the case $\delta=0$.

## General statement and proof

Let $F=0$, let the ends be closed, and let $\kappa(\sigma)$ be smooth and positive. Then, before any void opens:

1. The mean tension $\sigma_m$ is conserved.
2. The tension nowhere exceeds its initial maximum $M$.
3. The tension tends to $\sigma_m$ everywhere.

Consequently a flaw with $\sigma_c<\sigma_m$ must open in time, unless another void relieves the line first or the cap relieves it itself. Growing to a hemisphere lowers the mean tension by $2\pi BR^3/(3AL)$ for cross-section $A$. This is 0.04% of $\sigma_c$ for the example with a 2000 Å square section, but in a short, narrow line it can exceed the margin $\sigma_m-\sigma_c$. A flaw with $\sigma_c>M$ cannot open without thermal activation over a barrier. Between these values the result depends on the local history; for the cosine above, the via stays closed.

*Proof.* Integrating the equation over $x$ leaves only end fluxes, which vanish; this is (1). For (2), let $p=\max(\sigma-M,0)$. Multiply the equation by $2p$ and integrate by parts:

$$\frac{d}{dt}\int_0^Lp^2dx=-2\int_0^L\kappa(\partial_xp)^2dx\le0.$$

The integral starts at zero and cannot be negative, so $p=0$ at all later times. The same argument for $-\sigma$ shows that the minimum cannot fall.

For (3), multiplying by $\sigma$ gives $\frac{d}{dt}\int\frac12\sigma^2dx=-\int\kappa(\partial_x\sigma)^2dx$. The right side therefore has a finite integral over all time. Define $\Phi$ by $d\Phi/d\sigma=\kappa$, so $\partial_t\sigma=\partial_x^2\Phi$. Since $\partial_x\Phi=0$ at the ends,

$$\frac{d}{dt}\int\tfrac12(\partial_x\Phi)^2dx=-\int\partial_x^2\Phi\,\partial_t\Phi\,dx=-\int\kappa(\partial_t\sigma)^2dx\le0.$$

By (2), $\sigma$ stays in a bounded range, so $\kappa$ has an upper bound $\kappa_{\max}$ and $\int(\partial_x\Phi)^2dx\le\kappa_{\max}\int\kappa(\partial_x\sigma)^2dx$. The left side is non-increasing and has a finite time integral, so it tends to zero. The difference of $\Phi$ between any two points is at most $\sqrt L\,[\int(\partial_x\Phi)^2dx]^{1/2}$ and also vanishes. Thus $\sigma$ becomes uniform, and by (1) its value is $\sigma_m$. $\square$

A current breaks the second result, because $F$ can pile up tension at a closed end.

## Hotter storage and real lines

Let thermal mismatch give $\sigma_m=a(\tau_0-\tau)$ and $\sigma_1=b(\tau_0-\tau)$, with $a=0.10$ Å⁻³, $b=0.08$ Å⁻³ and stress-free temperature $\tau_0=0.055$ eV. These reproduce the tensions above. The initial flux at mid-line is proportional to $(\tau_0-\tau)\tau^{-1}e^{-Q'/\tau}$, where $Q'=Q-V_fa\tau_0=0.85$ eV. Setting its logarithmic derivative to zero gives

$$-\frac1{\tau_0-\tau}-\frac1\tau+\frac{Q'}{\tau^2}=0
\quad\Rightarrow\quad \tau_*=\frac{Q'\tau_0}{Q'+\tau_0}=0.052\ {\rm eV}.$$

The mean tension there is 0.0003 eV/Å³, too low to open the flaw. With $\sigma_c$ fixed, barrier-free nucleation at the via requires $\tau<\tau_0-\sigma_c/a=0.043$ eV (499 K). Numerical minimization of $t_n(\tau)$ puts the fastest nucleation just below this limit, at 0.042 eV, after $2.5\times10^5$ s. A hotter storage test can therefore miss a flaw that opens at a lower temperature.

In real chips, voids under vias joined to wide copper lines are a known storage failure. The model's 17 days at 464 K follow from chosen parameters and are not a prediction: raising $Q$ by 0.1 eV alone multiplies the times by $e^{2.5}\approx12$. The fivefold contrast between mean and via tension is deliberately strong, and a real line also carries shear stress, which may cause plastic yield; this elastic model omits both. A real void surface also keeps some capillary tension. For a curvature radius of half a 2000 Å line width it is 0.00012 eV/Å³, which shortens the final void by 8% and, if held throughout growth, lengthens the time to reach 1000 Å by about a fifth. This is a lower estimate, because the radius is smaller earlier; following the pinned cap from the flaw in a 2000 Å square line lengthens that time by about a quarter. Geometry can matter more: at equal mean tension and modulus, a connected wide plate holding ten times the line's volume raises the available void volume elevenfold, although in a time $t$ only the part within about $\sqrt{\kappa t}$ of the via contributes.

Numerical values quoted here were computed with a short program.
